# Debugging a numerical check: Normalized Dirac–Coulomb bound states and the orthogonality of 1s and 2s

```python
"""Bound states of the Dirac equation for a point charge Z (Hartree units).

Result under test: with zeta = Z/c, gamma = sqrt(kappa^2 - zeta^2),
N = sqrt(nr^2 + 2 nr gamma + kappa^2), x = 2 Z r/N, eps = W/c^2 = (nr+gamma)/N,
  P =  A sqrt(1+eps) x^gamma e^(-x/2) [(N-kappa) F0 - nr F1]
  Q = -A sqrt(1-eps) x^gamma e^(-x/2) [(N-kappa) F0 + nr F1]
  F0 = 1F1(-nr; 2 gamma+1; x),  F1 = 1F1(1-nr; 2 gamma+1; x)
  A^2 = Z Gamma(2 gamma+1+nr) / [2 N^2 (N-kappa) nr! Gamma(2 gamma+1)^2]
the integral of P^2 + Q^2 over r is 1, and 1s and 2s are orthogonal.
W includes the rest energy; P and Q are r times the radial amplitudes.
"""
import numpy as np
import mpmath as mp
from math import gamma as Gamma, factorial, sqrt
from scipy.constants import fine_structure
from scipy.optimize import brentq

c = 1.0 / fine_structure


def kummer_polynomial(m, b, x):
    """1F1(-m; b; x) from its terminating series."""
    term = np.ones_like(x)
    total = term.copy()
    for k in range(m):
        term = term * (k - m) / ((b + k) * (k + 1)) * x
        total = total + term
    return total


def parameters(Z, kappa, nr):
    zeta = Z / c
    g = sqrt(kappa**2 - zeta**2)
    N = sqrt(nr**2 + 2 * nr * g + kappa**2)
    eps = (nr + g) / N
    one_minus_eps = zeta**2 / (N * (N + nr + g))
    A = sqrt(Z * Gamma(2 * g + 1 + nr)
             / (2 * N**2 * (N - kappa) * factorial(nr))) / Gamma(2 * g + 1)
    return g, N, eps, one_minus_eps, A


def bound_state(Z, kappa, nr, r):
    g, N, eps, ome, A = parameters(Z, kappa, nr)
    x = 2 * Z * r / N
    first = (N - kappa) * kummer_polynomial(nr, 2 * g + 1, x)
    second = 0.0 * x
    if nr > 0:
        second = nr * kummer_polynomial(nr - 1, 2 * g + 1, x)
    envelope = A * x**g * np.exp(-x / 2)
    return (sqrt(1 + eps) * envelope * (first - second),
            -sqrt(ome) * envelope * (first + second))


# Trapezoidal quadrature in t = ln(Z r); the integrand vanishes at both ends.
step = 0.005
t_grid = np.arange(-40.0, 6.0, step)


def integrate(values, r):
    return step * np.sum(values * r)


# Radial Dirac equations, derivatives by finite differences in ln r,
# and the full matrix of overlaps for each kappa.
worst_residual = 0.0
worst_overlap = 0.0
for Z in (1, 75, 130):
    r = np.exp(t_grid) / Z
    for kappa in (-1, 1, -2, 2, -3):
        states = []
        for nr in range(0 if kappa < 0 else 1, 5):
            g, N, eps, ome, A = parameters(Z, kappa, nr)
            s = np.geomspace(0.01, 80.0, 200) / Z
            h = 1e-3
            f = {j: bound_state(Z, kappa, nr, s * np.exp(j * h))
                 for j in (-2, -1, 0, 1, 2)}
            dP, dQ = [(f[-2][i] - 8 * f[-1][i] + 8 * f[1][i] - f[2][i])
                      / (12 * h) for i in (0, 1)]
            P, Q = f[0]
            right_P = -kappa * P + (c * (1 + eps) * s + Z / c) * Q
            right_Q = kappa * Q + (c * ome * s - Z / c) * P
            for left, right in ((dP, right_P), (dQ, right_Q)):
                err = np.max(abs(left - right)) / np.max(abs(left))
                worst_residual = max(worst_residual, err)
            P, Q = bound_state(Z, kappa, nr, r)
            assert abs(integrate(P * P, r) - (1 + eps) / 2) < 1e-10
            states.append((P, Q))
        gram = np.array([[integrate(a[0] * b[0] + a[1] * b[1], r)
                          for b in states] for a in states])
        worst_overlap = max(worst_overlap,
                            np.max(abs(gram - np.eye(len(states)))))
assert worst_residual < 1e-7
assert worst_overlap < 1e-10

# Integrals of products of Kummer polynomials with weight x^(2 gamma) e^(-x).
x = np.exp(t_grid)
for g in (0.32, 0.84, 1.92):
    b = 2 * g + 1
    for nr in (1, 2, 4):
        F0 = kummer_polynomial(nr, b, x)
        F1 = kummer_polynomial(nr - 1, b, x)
        w = x**(2 * g) * np.exp(-x)
        I00 = factorial(nr) * Gamma(b)**2 / Gamma(b + nr)
        assert abs(integrate(w * F0 * F0, x) / I00 - 1) < 1e-9
        assert abs(integrate(w * F0 * F1, x) / I00) < 1e-9
        ratio = nr**2 * integrate(w * F1 * F1, x) / I00
        assert abs(ratio / (nr * (nr + 2 * g)) - 1) < 1e-9


def regular_solution(eps, Z, kappa, R, terms=650):
    """P and Q at r = R, up to a common factor, for any energy eps*c^2.

    Frobenius series of the radial equations; no quantization is assumed.
    """
    zeta = Z / c
    g = sqrt(kappa**2 - zeta**2)
    p = zeta + 0.0 * eps
    q = g + kappa + 0.0 * eps
    P, Q = p, q
    for k in range(1, terms):
        s1 = c * (1 + eps) * R * q
        s2 = c * (1 - eps) * R * p
        det = k * (k + 2 * g)
        p = ((g + k - kappa) * s1 + zeta * s2) / det
        q = ((g + k + kappa) * s2 - zeta * s1) / det
        P = P + p
        Q = Q + q
    return P, Q


# Confluent form at arbitrary, non-quantized energy against that series.
Z = 75
for kappa in (-1, 1, -2):
    g = sqrt(kappa**2 - (Z / c)**2)
    for eps in (0.9, 0.3, -0.4):
        N = (Z / c) / sqrt(1 - eps**2)
        a = g - N * eps
        R = 0.03
        X = 2 * Z * R / N
        u = (N - kappa) * float(mp.hyp1f1(a, 2 * g + 1, X))
        v = a * float(mp.hyp1f1(a + 1, 2 * g + 1, X))
        P, Q = regular_solution(eps, Z, kappa, R)
        cross = P * sqrt(1 - eps) * (v - u) - Q * sqrt(1 + eps) * (v + u)
        size = abs(P * sqrt(1 - eps) * (v - u)) \
            + abs(Q * sqrt(1 + eps) * (v + u))
        assert abs(cross) < 1e-9 * size

# Bound energies by shooting: the growing tail changes sign at each level.
R_far = 1.0
scan = np.linspace(-0.95, 0.986, 2000)
shot = {}
for kappa, expected in ((-1, (0, 1, 2)), (1, (1, 2)), (-2, (0, 1))):
    tail = regular_solution(scan, Z, kappa, R_far)[0]
    places = np.where(tail[:-1] * tail[1:] < 0)[0]
    roots = [brentq(lambda e: regular_solution(e, Z, kappa, R_far)[0],
                    scan[i], scan[i + 1], xtol=1e-14) for i in places]
    assert len(roots) == len(expected)
    for root, nr in zip(roots, expected):
        assert abs(root - parameters(Z, kappa, nr)[2]) < 1e-10
    shot[kappa] = roots


def large_overlap_formula(Z):
    g, N = parameters(Z, -1, 1)[:2]
    return (-2**(2 * g - 1) * sqrt((2 * g + 1) / (2 * (N + 1)))
            * N**(g + 1) * (2 - N) * sqrt(2 + N) / (N + 1)**(2 * g + 1))


# 1s-2s overlap split into its two components, and the mean used to find it.
def overlap_parts(Z):
    r = np.exp(t_grid) / Z
    P1, Q1 = bound_state(Z, -1, 0, r)
    P2, Q2 = bound_state(Z, -1, 1, r)
    g, N = parameters(Z, -1, 1)[:2]
    w = r**(2 * g) * np.exp(-Z * (1 + 1 / N) * r)
    scaled = (N + 1) * (2 * Z * r / N) / (2 * g + 1)
    mean = integrate(w * scaled, r) / integrate(w, r)
    return integrate(P1 * P2, r), integrate(Q1 * Q2, r), mean


for Z_test in (20, 75, 110, 130):
    large, small, mean = overlap_parts(Z_test)
    assert abs(large / large_overlap_formula(Z_test) - 1) < 1e-8
    assert abs(large + small) < 1e-11
    assert abs(large) > 1e-4
    assert abs(mean - 2) < 1e-9

# Weak field: the Schroedinger 1s and 2s functions for Z = 1.
r = np.linspace(0.01, 20, 500)
schroedinger = (2 * r * np.exp(-r),
                r * (1 - r / 2) * np.exp(-r / 2) / sqrt(2))
weak_difference = max(np.max(abs(bound_state(1, -1, nr, r)[0] - target))
                      for nr, target in enumerate(schroedinger))
assert weak_difference < 2e-4

# Worked example: hydrogen-like rhenium.
print("Hydrogen-like rhenium, point nucleus, Dirac-Coulomb")
print(f"Z = {Z}")
print(f"c = {c:.6f} a.u.")
print(f"zeta = Z/c = {Z / c:.6f}")
print(f"gamma (kappa=-1) = {parameters(Z, -1, 0)[0]:.6f}")
r = np.exp(t_grid) / Z
for nr, name in enumerate(("1s", "2s")):
    g, N, eps, ome, A = parameters(Z, -1, nr)
    P, Q = bound_state(Z, -1, nr, r)
    print(f"{name}: n_r = {nr}, N = {N:.6f}")
    print(f"{name}: eps = W/c^2 = {eps:.6f}")
    print(f"{name}: decay constant Z/N = {Z / N:.4f} bohr^-1")
    print(f"{name}: W-c^2, formula = {-c**2 * ome:.4f} hartree")
    print(f"{name}: W-c^2, shooting = "
          f"{c**2 * (shot[-1][nr] - 1):.4f} hartree")
    print(f"{name}: A = {A:.6f} bohr^-1/2")
    print(f"{name}: integral P^2 = {integrate(P * P, r):.6f}")
    print(f"{name}: integral Q^2 = {integrate(Q * Q, r):.6f}")
    print(f"{name}: norm = {integrate(P * P + Q * Q, r):.10f}")
large, small, mean = overlap_parts(Z)
N2 = parameters(Z, -1, 1)[1]
print(f"mean of (N+1)x/(2gamma+1) = {mean:.8f}")
print(f"2s large bracket mean N-2 = {N2 - 2:.6f}")
print(f"2s small bracket mean N = {N2:.6f}")
print(f"1s-2s overlap, large part = {large:.8f}")
print(f"1s-2s large part, closed form = {large_overlap_formula(Z):.8f}")
print(f"1s-2s overlap, small part = {small:.8f}")
print(f"1s-2s total overlap, magnitude = {abs(large + small):.1e}")
print(f"largest error of all overlap matrices = {worst_overlap:.1e}")
print(f"largest relative equation residual = {worst_residual:.1e}")
print(f"Z=1 max |P - P_Schroedinger| = {weak_difference:.1e} bohr^-1/2")
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 159, in <module>
    assert abs(root - parameters(Z, kappa, nr)[2]) < 1e-10
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The shooting calculation summed its power series in double precision. Near a bound energy large terms cancel there, and the remaining rounding error, by estimate about 1e-8 in W/c² for the highest levels, exceeds the tolerance of 1e-10. The sign changes are still bracketed in double precision, but each root is now refined with the same series in 50-digit arithmetic. The bound-state formulas, the tested quantities and all tolerances are unchanged.

The change:

```diff
@@ -16,4 +16,5 @@
 from scipy.optimize import brentq
 
+mp.mp.dps = 50
 c = 1.0 / fine_structure
 
@@ -108,17 +109,21 @@
 
 
-def regular_solution(eps, Z, kappa, R, terms=650):
+def regular_solution(eps, Z, kappa, R, number=float, terms=650):
     """P and Q at r = R, up to a common factor, for any energy eps*c^2.
 
     Frobenius series of the radial equations; no quantization is assumed.
+    The arithmetic is double (number=float) or extended (number=mp.mpf).
     """
-    zeta = Z / c
-    g = sqrt(kappa**2 - zeta**2)
-    p = zeta + 0.0 * eps
-    q = g + kappa + 0.0 * eps
+    light = number(c)
+    zeta = number(Z) / light
+    g = (number(kappa)**2 - zeta**2)**number(0.5)
+    p = zeta + 0 * eps
+    q = g + kappa + 0 * eps
     P, Q = p, q
+    up = light * (1 + eps) * R
+    down = light * (1 - eps) * R
     for k in range(1, terms):
-        s1 = c * (1 + eps) * R * q
-        s2 = c * (1 - eps) * R * p
+        s1 = up * q
+        s2 = down * p
         det = k * (k + 2 * g)
         p = ((g + k - kappa) * s1 + zeta * s2) / det
@@ -147,12 +152,19 @@
 
 # Bound energies by shooting: the growing tail changes sign at each level.
+# Near a level large series terms cancel, so roots need extended precision.
 R_far = 1.0
+
+
+def far_tail(eps, kappa):
+    return float(regular_solution(mp.mpf(eps), Z, kappa, R_far, mp.mpf)[0])
+
+
 scan = np.linspace(-0.95, 0.986, 2000)
 shot = {}
 for kappa, expected in ((-1, (0, 1, 2)), (1, (1, 2)), (-2, (0, 1))):
     tail = regular_solution(scan, Z, kappa, R_far)[0]
-    places = np.where(tail[:-1] * tail[1:] < 0)[0]
-    roots = [brentq(lambda e: regular_solution(e, Z, kappa, R_far)[0],
-                    scan[i], scan[i + 1], xtol=1e-14) for i in places]
+    places = np.where(np.sign(tail[:-1]) != np.sign(tail[1:]))[0]
+    roots = [brentq(far_tail, scan[i], scan[i + 1], args=(kappa,),
+                    xtol=1e-14) for i in places]
     assert len(roots) == len(expected)
     for root, nr in zip(roots, expected):
```

The mended program passes:

```
Hydrogen-like rhenium, point nucleus, Dirac-Coulomb
Z = 75
c = 137.035999 a.u.
zeta = Z/c = 0.547301
gamma (kappa=-1) = 0.836936
1s: n_r = 0, N = 1.000000
1s: eps = W/c^2 = 0.836936
1s: decay constant Z/N = 75.0000 bohr^-1
1s: W-c^2, formula = -3062.1651 hartree
1s: W-c^2, shooting = -3062.1651 hartree
1s: A = 3.520206 bohr^-1/2
1s: integral P^2 = 0.918468
1s: integral Q^2 = 0.081532
1s: norm = 1.0000000000
2s: n_r = 1, N = 1.916734
2s: eps = W/c^2 = 0.958367
2s: decay constant Z/N = 39.1291 bohr^-1
2s: W-c^2, formula = -781.8159 hartree
2s: W-c^2, shooting = -781.8159 hartree
2s: A = 2.486812 bohr^-1/2
2s: integral P^2 = 0.979184
2s: integral Q^2 = 0.020816
2s: norm = 1.0000000000
mean of (N+1)x/(2gamma+1) = 2.00000000
2s large bracket mean N-2 = -0.083266
2s small bracket mean N = 1.916734
1s-2s overlap, large part = -0.03360184
1s-2s large part, closed form = -0.03360184
1s-2s overlap, small part = 0.03360184
1s-2s total overlap, magnitude = 6.9e-18
largest error of all overlap matrices = 5.1e-13
largest relative equation residual = 7.3e-11
Z=1 max |P - P_Schroedinger| = 1.6e-05 bohr^-1/2
tests ok
```
